# Gap widths of a cosine crystal from n-step plane-wave coupling

An electron moves in one dimension in the potential $V(X)=2V_1\cos(2\pi X/a)$, with lattice period $a$. There is no other potential, no interaction between electrons and no disorder. The algebra is in atomic units ($\hbar=m=e=1$); numbers are in eV and angstrom. The problem asks how wide the energy gaps are when the potential is weak, including those that the potential cannot open in a single scattering event.

## (a) Scaling, and where the gaps lie

**Question.** Bring the Schrödinger equation to the form $-y''+2q\cos(2x)\,y=Ey$ and identify $q$. At which Bloch wave numbers do the band edges lie?

**Solution.** The equation is $-\tfrac12\psi''+2V_1\cos(2\pi X/a)\,\psi=\varepsilon\psi$. With $x=\pi X/a$, each derivative $d/dX$ becomes $(\pi/a)\,d/dx$. Dividing by

$$E_0=\frac{\pi^2}{2a^2}$$

gives

$$-y''+2q\cos(2x)\,y=Ey,\qquad q=\frac{V_1}{E_0},\quad E=\frac{\varepsilon}{E_0}.$$

The energy $E_0$ is that of a free electron at the first zone boundary. The potential now has period $\pi$, so a Bloch wave obeys $y(x+\pi)=e^{i\pi k}y(x)$, and $k$ may be taken in $-1<k\le1$.

At a given $E$ the equation has two independent solutions. If a Bloch wave with $0<k<1$ exists at $E$, its complex conjugate has wave number $-k$, and the two span all solutions. A third Bloch wave at this $E$ with another $|k|$ would give the translation by $\pi$ a third eigenvalue in a two-dimensional space, which is impossible. A band $E(k)$, being continuous, therefore cannot turn around between $k=0$ and $k=1$. It is monotone there, and its edges lie at $k=0$ and $k=1$.

At $q=0$ we have $E=p^2$ for the plane wave $e^{ipx}$, and bands $n$ and $n+1$ touch at $E=n^2$, where $p=\pm n$. This is $k=1$ for odd $n$ and $k=0$ for even $n$. Gap $n$ opens at this point.

## (b) Reduction to two waves

**Question.** At this $k$, eliminate all plane waves except $p=n$ and $p=-n$. What equations do the two edges of gap $n$ obey?

**Solution.** Since $2q\cos2x=q(e^{2ix}+e^{-2ix})$, the potential changes $p$ by $\pm2$ with strength $q$. For $y=\sum_p c_p e^{ipx}$, with $p=n,\,n\pm2,\,n\pm4,\dots$,

$$(E-p^2)\,c_p=q\,(c_{p-2}+c_{p+2}).$$

Call the pair $\pm n$ the set $P$ and all other waves $Q$. The rows of $Q$ give $c_Q=(E-H_{QQ})^{-1}H_{QP}\,c_P$. Inserted in the rows of $P$, this leaves a $2\times2$ problem with the matrix

$$H_{PP}+H_{PQ}(E-H_{QQ})^{-1}H_{QP}.$$

The inverse must exist. Since $|2q\cos2x|\le2|q|$, the potential moves each level by at most $2|q|$. The edges therefore lie within $2|q|$ of $n^2$, and the levels of $H_{QQ}$ within $2|q|$ of the values $p^2\ne n^2$. These values are at least 4 away from $n^2$, so the inverse exists, and stays bounded as $q\to0$, if $|q|<1$. We take $q$ small and $n$ fixed.

Reflection $x\to-x$ exchanges $n$ and $-n$. The two diagonal elements are therefore equal; write them as $n^2+\Sigma(E)$, and write the off-diagonal element as $W(E)$. The eigenvectors are $(1,\pm1)/\sqrt2$, so

$$E_\pm=n^2+\Sigma(E_\pm)\pm W(E_\pm).$$

The plus sign belongs to the even state, which tends to $\cos nx$, and the minus sign to the odd state, which tends to $\sin nx$. No approximation has been made so far.

## (c) The coupling

**Question.** Find $W(E)$ in closed form, and its leading value at small $q$.

**Solution.** For $n=1$ the waves $p=1$ and $p=-1$ are neighbours, so $W=q$. The other waves lie outside the pair, and those on the right are not linked to those on the left except through the pair itself.

For $n\ge2$ the outer waves again do not join $n$ to $-n$, so the coupling runs through the $m=n-1$ inner waves $p_j=n-2j$, $j=1,\dots,m$. Let $A=E-H_{\rm inner}$. It is tridiagonal, with diagonal elements $E-p_j^2$ and neighbouring elements $-q$. The wave $n$ couples to the first inner wave and $-n$ to the last, so

$$W=q^2\,(A^{-1})_{1m}.$$

By the cofactor rule, $(A^{-1})_{1m}=(-1)^{m+1}M/\det A$, where $M$ is the determinant left after deleting row $m$ and column 1. In the remaining matrix the elements $-q$ that stood just right of the diagonal form the new diagonal, and everything above them is zero. Hence $M=(-q)^{m-1}$. The signs combine to $(-1)^{2m}=1$, and

$$W(E)=\frac{q^2\,q^{m-1}}{\det A}=\frac{q^n}{\det(E-H_{\rm inner})}.$$

Now let $q$ be small. In the determinant, off-diagonal elements enter in pairs, so they contribute at order $q^2$. The edge energy differs from $n^2$ by $\Sigma\pm W$, which is also $O(q^2)$ for $n\ge2$. To leading order the determinant is thus the product of

$$d_j=n^2-(n-2j)^2=4nj-4j^2=4j(n-j).$$

The factors $j$ multiply to $(n-1)!$, and so do the factors $n-j$. Therefore

$$W=W_0\,[1+O(q^2)],\qquad W_0=\frac{q^n}{4^{\,n-1}\,[(n-1)!]^2}.$$

With $0!=1$ this also covers $n=1$. The formula describes a walk from $n$ to $-n$: each of the $n$ steps supplies a factor $q$, and each of the $n-1$ intermediate waves supplies an inverse energy mismatch. A detour needs at least two more steps and costs at least a factor $q^2$.

## (d) The width of the gap

**Question.** The level shift $\Sigma$ is of order $q^2$, far larger than $W$ when $n>2$. Why can the width still be found from $W_0$, and what is it?

**Solution.** Subtract the two edge equations:

$$E_+-E_-=\Sigma(E_+)-\Sigma(E_-)+W(E_+)+W(E_-).$$

The function $\Sigma$ is $q^2$ times elements of a bounded inverse, so its slope is $O(q^2)$. The difference of the two shifts is therefore $O(q^2)\,(E_+-E_-)$. The large shift is common to both edges, and what survives is a small fraction of the gap itself. Moving this term to the left gives

$$(E_+-E_-)\,[1+O(q^2)]=2W_0\,[1+O(q^2)].$$

Since $2/4^{n-1}=1/2^{2n-3}$, the width is

$$\boxed{\;\Delta_n=\frac{|q|^n}{2^{2n-3}\,[(n-1)!]^2}\,\bigl[1+O(q^2)\bigr]\;}$$

For $q>0$ the even state is the upper edge. For $q<0$ the order is reversed when $n$ is odd and kept when $n$ is even, because $W_0\propto q^n$. In physical units,

$$E_0\Delta_n\simeq\frac{2|V_1|^n}{(4E_0)^{n-1}[(n-1)!]^2}.$$

At leading order, successive widths have the ratio

$$\frac{\Delta_{n+1}}{\Delta_n}=\frac{2^{2n-3}}{2^{2n-1}}\,\frac{[(n-1)!]^2}{(n!)^2}\,|q|=\frac{|q|}{4n^2}.$$

A faster electron needs more steps to reverse its momentum, and the intermediate waves are further from resonance.

The order of the edges has a simple picture for $q>0$. The potential is highest at $x=0$. For $n=1$ the density $\cos^2x$ is largest there, while $\sin^2x$ vanishes there, so the even state lies higher. For $n=2$ both densities have zero average potential energy, and the splitting is of second order: the even state mixes with the constant wave $p=0$ below it and is pushed up, whereas the odd state cannot mix with a constant.

## (e) The middle of the gap

**Question.** How far does the middle of the gap move from $n^2$ at order $q^2$?

**Solution.** Averaging the edge equations leaves $\Sigma$ at leading order, since the terms $\pm W$ cancel up to higher powers of $q$. To order $q^2$, $\Sigma$ contains one step out to a neighbouring wave and one step back. For $n\ge2$ the neighbours of $n$ are $n-2$ and $n+2$, and neither belongs to the pair:

$$\Sigma(n^2)=\frac{q^2}{n^2-(n-2)^2}+\frac{q^2}{n^2-(n+2)^2}=\frac{q^2}{4(n-1)}-\frac{q^2}{4(n+1)}=\frac{q^2}{2(n^2-1)}.$$

The lower neighbour is closer in energy and wins, so the gap moves up. For $n=1$ the lower neighbour is $-1$, the partner in the pair, so its term is absent. The shift is then $q^2/(1-9)=-q^2/8$, and the gap moves down.

## (f) How small must $q$ be?

**Question.** Find the coefficient $c_n$ in $\Delta_n=2|W_0|\,(1+c_nq^2+\dots)$.

**Solution.** For $n=1$, $W=q$ has no correction. The slope of $\Sigma=q^2/(E-9)+O(q^4)$ at $E=1$ is $-q^2/64$. From part (d), $\Delta_1(1+q^2/64)=2|q|$ to this order, so $c_1=-1/64$.

For $n\ge2$ there are three contributions. The slope of $\Sigma$ gives

$$-\frac1{16(n-1)^2}-\frac1{16(n+1)^2}.$$

The other two come from $1/\det A$. The mean edge energy is $n^2+sq^2$ with $s=1/[2(n^2-1)]$, which multiplies the determinant by $1+sq^2T$, where $T=\sum_j1/d_j$. A pair of off-diagonal elements replaces $d_jd_{j+1}$ by $-q^2$, which gives a factor $1-q^2S$, where $S=\sum_{j=1}^{n-2}1/(d_jd_{j+1})$. In the inverse both signs change, so these two contributions are $-sT+S$.

Let $h=\sum_{j=1}^{n-1}1/j$. Partial fractions give

$$T=\frac1{4n}\sum_{j=1}^{n-1}\left(\frac1j+\frac1{n-j}\right)=\frac{h}{2n},\qquad sT=\frac{h}{4n(n^2-1)}.$$

For $S$, put $l=n-1-j$, so that

$$16S=\sum_{j+l=n-1}\left(\frac1j-\frac1{j+1}\right)\left(\frac1l-\frac1{l+1}\right),\qquad j,l\ge1.$$

Multiply out. In each product the two denominators have a fixed sum ($n-1$, $n$, $n$ or $n+1$), so partial fractions apply again:

$$16S=\frac{2}{n-1}\Bigl(h-\frac1{n-1}\Bigr)-\frac2n\Bigl(2h-\frac1{n-1}-1\Bigr)+\frac{2(h-1)}{n+1}.$$

The coefficient of $h$ is $\frac2{n-1}-\frac4n+\frac2{n+1}=\frac4{n(n^2-1)}$. After division by 16 this part equals $sT$ and cancels it. In the rest, $\frac2n\bigl(\frac1{n-1}+1\bigr)=\frac2{n-1}$, so

$$S-sT=\frac1{16}\left[-\frac2{(n-1)^2}+\frac2{n-1}-\frac2{n+1}\right]=-\frac1{8(n-1)^2}+\frac1{4(n^2-1)}.$$

Adding the slope term,

$$c_n=\frac{-3(n+1)^2-(n-1)^2+4(n^2-1)}{16(n^2-1)^2}=-\frac{n+2}{4(n^2-1)^2},\qquad n\ge2.$$

Thus $c_2=-1/9$, $c_3=-5/256$ and $c_4=-1/150$. Direct diagonalization at $q=0.02$ gives $-0.1111$, $-0.0195$ and $-0.0067$, and $-0.0156$ for $n=1$. The leading law overestimates the width at this order. The second gap has the largest coefficient, because its single intermediate wave is only 4 units of $E_0$ away.

## (g) A worked example

**Question.** For $a=4$ Å and $V_1=1$ eV, find the first four gaps and judge the law. These are round model parameters and stand for no particular substance.

**Solution.** The potential runs from $-2$ to $+2$ eV. The zone-boundary energy is $E_0=2.350$ eV, so $q=1/2.350=0.4255$. For $n=3$ both intermediate waves lie $8E_0=18.80$ eV below the pair. The coupling is

$$E_0W_0=\frac{(1\ \text{eV})^3}{(18.80\ \text{eV})^2}=2.829\times10^{-3}\ \text{eV},$$

and the gap is twice this, $5.66\times10^{-3}$ eV. The other gaps follow in the same way. The error is that of the law relative to full diagonalization.

| $n$ | law (eV) | full (eV) | error |
|---|---|---|---|
| 1 | 2.000 | 1.994 | 0.28 % |
| 2 | 0.2127 | 0.2086 | 1.97 % |
| 3 | $5.658\times10^{-3}$ | $5.638\times10^{-3}$ | 0.36 % |
| 4 | $6.687\times10^{-5}$ | $6.679\times10^{-5}$ | 0.12 % |

The errors follow part (f). With $q^2=0.181$, the second gap should be narrower than the law by $0.181/9=2.0\,\%$.

Integrating the Schrödinger equation over one period in real space, without plane waves, puts the edges of the third gap at 21.1755 eV (odd) and 21.1812 eV (even). Both lie above the free-electron energy $9E_0=21.1517$ eV. The midpoint has moved up by 0.0266 eV, in agreement with $E_0q^2/16=0.0266$ eV from part (e). This shift is nearly five times the gap, yet it leaves the leading width untouched, as part (d) explains. The first gap, with edges at 1.2998 and 3.2941 eV, has its midpoint 0.053 eV below $E_0$, as $-E_0q^2/8$ requires.

## (h) When the potential is not a pure cosine

**Question.** Add a second harmonic $2V_2\cos(4\pi X/a)$, with $V_2$ of order $V_1^2/E_0$. What becomes of the second gap?

**Solution.** The new term changes $p$ by $\pm4$ with strength $V_2$, so it joins $p=2$ to $p=-2$ in one step. The two-step coupling through $p=0$ is $V_1^2/(4E_0)$. The amplitudes add with their signs, and at leading order the width is

$$2\left|V_2+\frac{V_1^2}{4E_0}\right|.$$

In the example, $V_1^2/(4E_0)=1/9.401=0.1064$ eV. Keep $a$ and $V_1$ fixed and add $V_2=+0.05$ eV, one twentieth of $V_1$. The formula gives $2(0.1064+0.05)=0.313$ eV, and full diagonalization gives 0.307 eV. For $V_2=-0.05$ eV the values are 0.113 and 0.111 eV. This small harmonic thus changes the second gap by about 47 % of its pure-cosine value, up or down. At leading order the gap closes when $V_2=-V_1^2/(4E_0)$.

The same holds for higher gaps: an $n$-th harmonic of strength $V_n$ joins $n$ to $-n$ directly and competes with a coupling of order $V_1^n/E_0^{n-1}$. Lower harmonics also enter, through paths that mix steps of different length. For $n=3$, one step from $V_1$ and one from $V_2$, taken in either order, add $V_1V_2/(4E_0)$ to the coupling. The law of part (d) therefore needs more than a weak potential. The higher harmonics must also be small compared with the multi-step couplings, a condition that becomes harder to meet as $n$ grows. If $|V_n|$ in a weak potential follows a smooth power law in $n$, without zeros, the condition fails at large $n$, and the width of gap $n$ is then close to $2|V_n|$. Where a harmonic vanishes, as every even one does in a square wave with equal halves, the width is again set by couplings of several steps. Further values are in the numerical output.

## Computed results

```
lattice period a = 4.0 angstrom
Fourier component V1 = 1.00 eV
potential range = -2.0 to 2.0 eV
zone-boundary energy E0 = 2.3502 eV
q = V1/E0 = 0.4255 (no unit)
n=3, denominator of step 1 = 18.802 eV
n=3, denominator of step 2 = 18.802 eV
n=3, three-step coupling = 2.8289e-03 eV
gap 1, law = 2.0000e+00 eV
gap 1, full diagonalization = 1.9944e+00 eV
gap 1, error of law = 0.28 percent
gap 2, law = 2.1275e-01 eV
gap 2, full diagonalization = 2.0864e-01 eV
gap 2, error of law = 1.97 percent
gap 3, law = 5.6578e-03 eV
gap 3, full diagonalization = 5.6377e-03 eV
gap 3, error of law = 0.36 percent
gap 4, law = 6.6871e-05 eV
gap 4, full diagonalization = 6.6791e-05 eV
gap 4, error of law = 0.12 percent
gap 1, lower edge (odd), real space = 1.29977 eV
gap 1, upper edge (even), real space = 3.29413 eV
gap 1, free-electron energy = 2.35019 eV
gap 2, lower edge (odd), real space = 9.36532 eV
gap 2, upper edge (even), real space = 9.57396 eV
gap 2, free-electron energy = 9.40075 eV
gap 3, lower edge (odd), real space = 21.17552 eV
gap 3, upper edge (even), real space = 21.18116 eV
gap 3, free-electron energy = 21.15170 eV
n=1, q=0.02: (true/law - 1)/q^2 = -0.01562 (no unit)
n=2, q=0.02: (true/law - 1)/q^2 = -0.11110 (no unit)
n=3, q=0.02: (true/law - 1)/q^2 = -0.01953 (no unit)
n=4, q=0.02: (true/law - 1)/q^2 = -0.00667 (no unit)
n=5, q=0.02: (true/law - 1)/q^2 = -0.00304 (no unit)
n=6, q=0.02: (true/law - 1)/q^2 = -0.00163 (no unit)
V2 = +0.05 eV: gap 2, leading = 0.3127 eV
V2 = +0.05 eV: gap 2, full = 0.3067 eV
V2 = -0.05 eV: gap 2, leading = 0.1127 eV
V2 = -0.05 eV: gap 2, full = 0.1106 eV
```
